# What flat nitrogen in silylamides says about metal–nitrogen π bonding

**Q:** I have a crystal structure of a metal bis(trimethylsilyl)amide. The three angles at nitrogen add up to 360°. An amine nitrogen is pyramidal, so something must have turned its lone pair into a pure p orbital, and the metal has an empty orbital ready to receive it. I read the flat nitrogen as proof of a metal–nitrogen double bond.

**A:** Your argument needs a premise you have not stated: that the nitrogen would be pyramidal without the π bond. Let $\tau$ be the fold angle by which all three bond axes at N are lifted out of the plane, and let
$$D(\tau)=E(\tau)-E(0).$$
A positive $D$ means that the flat form is lower in energy than the folded one. Split it into the part due to the M–N π bond and everything else, $D=D_\pi+D_{\rm rest}$. From $D>0$ you may conclude only that $D_\pi>-D_{\rm rest}$. If $D_{\rm rest}$ is negative, as in an ordinary amine, a positive $D_\pi$ is required. If $D_{\rm rest}$ is positive, $D_\pi$ may be zero.

**Q:** Is one fold angle enough to describe a pyramidal nitrogen?

**A:** For N and its three neighbours, yes. These four atoms have four out-of-plane displacements. One combination is a translation and two are rotations, which leaves one internal coordinate. The substituents can still tilt or twist, and I shall return to the tilt.

The bond axes are $\mathbf u_k=\cos\tau\,(\cos\varphi_k,\sin\varphi_k,0)+\sin\tau\,(0,0,1)$, with azimuths $\varphi_k$ 120° apart. The angle $\theta$ between two of them obeys
$$\cos\theta=-\tfrac12\cos^2\tau+\sin^2\tau=1-\tfrac32\cos^2\tau .$$
At $\tau=15^\circ$ this gives $\theta=113.55^\circ$, a clearly pyramidal nitrogen.

**Q:** But a flat nitrogen does have a p lone pair. Surely that is what a π bond needs?

**A:** It is a p lone pair whatever made the nitrogen flat. Take three equal bond hybrids that point along the bonds, each with s fraction $\sigma$. This is an idealization for a folded nitrogen; in the flat form symmetry alone makes the lone pair pure p. Two bond hybrids are orthogonal when
$$\sigma+(1-\sigma)\cos\theta=0,$$
so
$$\sigma=\frac{-\cos\theta}{1-\cos\theta}=\frac{\tfrac32\cos^2\tau-1}{\tfrac32\cos^2\tau}=1-\frac{2}{3\cos^2\tau}.$$
Four orthonormal hybrids share one s orbital, so the lone pair keeps the s fraction
$$f=1-3\sigma=\frac{2}{\cos^2\tau}-2=2\tan^2\tau .$$
It vanishes at $\tau=0$. At the tetrahedral angle, $\cos\theta=-\tfrac13$, we have $\tan^2\tau=\tfrac18$ and $f=\tfrac14$, the familiar sp³ value. At $\theta=90^\circ$, $\tan^2\tau=\tfrac12$ and $f=1$: the lone pair is pure s. The metal does not enter. The p character follows from the geometry and cannot serve as a second, independent piece of evidence.

**Q:** Then show me a silylamide nitrogen that prefers to be flat with no π acceptor in the metal's place.

**A:** Put hydrogen there. In HN(SiH₃)₂ the hydrogen has no valence p orbital. In the flat form its s orbital is even under reflection in the molecular plane and the nitrogen p lone pair is odd, so the two cannot mix.

I computed $D$ at 15° by Hartree–Fock theory in the 6-31G* basis, with density fitting, for isolated molecules with fixed bond lengths. As the nitrogen folds, each SiH₃ or CH₃ group also turns by 24° about its own bond to nitrogen, which lowers the energy of the folded form. SiH₃ replaces SiMe₃, so both the bulk and the electronic effect of the methyl groups are left out. Energies are in rydbergs.

- HN(SiH₃)₂: $D=+9.05$ mRy, or $+11.9$ kJ/mol.
- HN(CH₃)₂: $D=-16.66$ mRy, or $-21.9$ kJ/mol.

The same fold costs energy in the silyl compound and releases it in the methyl compound. Second-order perturbation theory (MP2) gives $+7.52$ and $-17.04$ mRy, so this estimate of electron correlation leaves both signs unchanged. The sizes are not converged in the basis: with def2-TZVP the silyl value falls to $+8.10$ mRy (Hartree–Fock) and $+5.80$ mRy (frozen-core MP2), still positive.

**Q:** You held the silyl groups rigid. Perhaps they would relax and make the folded form favourable.

**A:** I let both SiH₃ groups tilt out of the plane in the folded form and took the minimum of a parabola through three energies. They turn back towards the plane by about 2.5°, and $D$ falls from 9.05 to 8.07 mRy. It stays positive. Bond lengths and the other angles were not optimized, so this shows resistance to a definite fold, not a fully relaxed minimum. The size of $D$ depends on the path, because this fold also closes the Si–N–Si angle to 113.55°. Holding Si–N–Si at 120° and moving only the hydrogen until the angle sum is the same costs 4.78 mRy. Opening Si–N–Si to 128° lowers the flat form by 3.68 mRy, and from there moving the hydrogen 20° out of the plane costs 0.78 mRy and reaching the same angle sum costs 9.48 mRy. It is enough to remove your premise: for this nitrogen, a preference for flat over folded does not require a π acceptor in the metal's place.

**Q:** I can guess the replacement explanation. The lone pair donates into antibonding Si–H orbitals, which is negative hyperconjugation.

**A:** That mechanism does favour a flat nitrogen when taken alone. Put the nitrogen p level at zero, the s level at $-w$, and an acceptor at $\Delta$ that couples to the p part with strength $\beta$. The lone pair then lies at $-fw$, its gap to the acceptor is $\Delta+fw$, and its coupling is $\beta\sqrt{1-f}$. For two electrons, second-order perturbation theory gives
$$E_{\rm hyp}=-\frac{2\beta^2(1-f)}{\Delta+fw}.$$
For small folds $f\approx2\tau^2$ and $1/(\Delta+fw)\approx(1-fw/\Delta)/\Delta$. Keeping terms linear in $f$,
$$E_{\rm hyp}\approx-\frac{2\beta^2}{\Delta}\left[1-f\left(1+\frac w\Delta\right)\right]
=-\frac{2\beta^2}{\Delta}+\frac{4\beta^2}{\Delta}\left(1+\frac w\Delta\right)\tau^2 .$$
The curvature is therefore
$$\frac{d^2E_{\rm hyp}}{d\tau^2}\bigg|_0=\frac{8\beta^2}{\Delta}\left(1+\frac w\Delta\right)>0 .$$
Folding weakens the coupling and widens the gap, and both effects reduce the stabilization. With $\beta=0.05$ Ry and $\Delta=w=1$ Ry the formula gives 0.0400 Ry/rad²; the exact two-level eigenvalue gives 0.0398 (the finite-step value in the output is 0.0397). The expansion requires $\beta\ll\Delta$ and a small fold.

**Q:** So hyperconjugation explains the silylamine.

**A:** The model gives the direction of one contribution, not its weight in the molecule. To probe the weight, I removed acceptor orbitals from the calculation and solved it again. The removed set contains all empty orbitals of each SiH₃ or CH₃ group that form degenerate pairs under its threefold symmetry. The antibonding Si–H combinations that can accept the lone pair belong to it.

For HN(SiH₃)₂, $D$ changes from 9.05 to 8.83 mRy. The net contribution is 0.22 mRy, about 2% of $D$. The group orbitals are those of the isolated cations SiH₃⁺ and CH₃⁺, and even the sign of so small a net value depends on this choice: with the orbitals of the anions SiH₃⁻ and CH₃⁻ it becomes $-3.06$ mRy, while the methyl contribution given next becomes 2.77 mRy, so the order of the two compounds is kept. For HN(CH₃)₂, $D$ changes from $-16.66$ to $-21.50$ mRy, a contribution of 4.84 mRy. By this measure the acceptors flatten the methyl compound more than the silyl compound, so they do not account for the difference between the two.

**Q:** That contradicts your formula.

**A:** It limits what the formula can be used for. The removed pairs also contain partners lying in the molecular plane, which can accept density from the other bonds at nitrogen, and they let each group polarize. These effects may oppose the loss of lone-pair donation on folding. That is a conjecture, because I did not separate them. What the numbers do show is that the silyl nitrogen still resists folding when these acceptors are absent. Silicon d functions are not needed either: without them $D$ rises to 10.80 mRy.

**Q:** What about electrostatics?

**A:** Silicon is more electropositive than carbon, and the Mulliken charges are $+0.36e$ per SiH₃ and $+0.22e$ per CH₃. Consider three equal charges $q$ at distance $r$ from nitrogen. Their separation $d$ follows from
$$d^2=2r^2(1-\cos\theta)=3r^2\cos^2\tau .$$
In Rydberg units $e^2=2$, so each pair contributes $2q^2/d$, and
$$U=3\,\frac{2q^2}{\sqrt3\,r\cos\tau}=\frac{2\sqrt3\,q^2}{r\cos\tau}.$$
The attraction to nitrogen is constant because $r$ is fixed. Since $1/\cos\tau\approx1+\tau^2/2$, the curvature is $2\sqrt3\,q^2/r$, which is positive: the flat arrangement keeps the charges farthest apart.

With $r=3.28$ bohr for silyl and 2.75 bohr for methyl, the curvatures are 138 and 58.5 mRy/rad². At 15°, or 0.262 rad, half the curvature times $\tau^2$ gives 4.7 and 2.0 mRy. The difference of 2.7 mRy has the right sign but is only about a tenth of the computed difference in $D$, which is $9.05+16.66=25.71$ mRy. The estimate is crude: it treats the N–H hydrogen as a third equal group and depends on Mulliken charges, which fall to $+0.25e$ and $+0.14e$ in the def2-TZVP basis and then give a difference of only about 1.4 mRy.

**Q:** Does bond polarity do anything beyond this repulsion between charges?

**A:** It also acts through the electrons. Raise the energy of every electron on the substituents by $\lambda$, which makes them more electropositive. The Hartree–Fock energy is stationary with respect to its orbitals, so their response does not contribute to the first derivative, and $dE/d\lambda=N_X$, the electron population on the substituents. Subtracting the flat form from the folded one,
$$\frac{dD}{d\lambda}=N_X(\tau)-N_X(0).$$
Ammonia tests this without π acceptors, because its hydrogens carry only s functions here. Folding by 15° puts 0.0293 more electrons on the hydrogens by Löwdin count, and the numerical slope of $D$ agrees. A shift of 0.20 Ry should then raise $D$ by $0.20\times0.0293$ Ry $=5.9$ mRy. The full calculation gives a rise from $-16.22$ to $-10.62$ mRy, which is 5.6 mRy. The population change depends on how electrons are assigned to atoms: the Mulliken count gives 0.048, and in cc-pVTZ, where hydrogen carries p and d functions, the Löwdin count turns slightly negative ($-0.010$) while the Mulliken count stays positive. Lowering the hydrogen nuclear charge to 0.9, which needs no such assignment, raises $D$ to $-13.67$ mRy.

So in these 6-31G* tests polarity favours the flat form, although neither change makes ammonia prefer it. I would call polarity a supported contribution in silylamides, not their complete explanation. Contact repulsion between the groups and their remaining empty orbitals were not separated.

**Q:** Hydrogen is still not a metal. My metal has an empty p orbital.

**A:** Gallium does too, and in H₂Ga–N(SiH₃)₂ that orbital can be turned away. When GaH₂ lies in the Si–N–Si plane, the formally empty 4p orbital is parallel to the lone pair. After a 90° twist it lies in that plane. It is then even under reflection in that plane while the lone pair is odd, so their mixing vanishes by symmetry. Folding removes this mirror plane, but the one that contains the Ga–N bond and exchanges the two silyl groups remains. Under reflection in it the 4p orbital is odd and the lone pair even, so they cannot mix in the folded form either.

In the twisted form, with def2-SVP functions on Ga and the geometry again fixed, $D=18.38$ mRy, or 24.1 kJ/mol. Nitrogen resists this rigid fold with the 4p π interaction switched off, and more strongly than it resists the rigid fold in HN(SiH₃)₂. Antibonding Ga–H orbitals can still accept some lone-pair density, so the twist does not remove every form of delocalization towards gallium.

**Q:** Then is there no π bonding when the orbitals are parallel?

**A:** There is some mixing. The gallium p orbital perpendicular to the plane holds 0.11 valence electrons by Mulliken count. The flat GaH₂ group has no occupied valence orbital of that symmetry, so within this orbital picture the density comes from the amide. The count depends on the basis and is far from an equally shared pair.

Twisting the rigid molecule with nitrogen kept flat costs 19.81 mRy. That is not the π-bond energy, since the twist also changes the contacts between groups and the donation into Ga–H orbitals.

**Q:** What may I write about my crystal structure?

**A:** That the nitrogen is flat, and that this is compatible with M–N π bonding but does not establish it. To argue for the π bond, use something that responds to the metal orbital itself: the density shared between that orbital and the lone pair, or the energy change when that orbital alone is made unavailable. Compare it with a control in which the orbital is missing or turned away. A turned-away orbital can still accept density from the N–Si bonds, so that control need not give zero. With methyl groups the angle sum may carry somewhat more weight, because HN(CH₃)₂ prefers to fold. But that compound has hydrogen in the metal's place, and an electropositive metal can weaken the preference to fold without any π bond. You would first have to exclude the metal's polarity and crowding around nitrogen as causes.

The numerical output below gives the fixed bond lengths and the individual energies.

## Table of computed values

```
fold angle used for D: 15.0 degrees
X-N-X angle at this fold: 113.55 degrees
lone-pair s fraction at this fold: 0.1436
model beta, gap, w: 0.05, 1.00, 1.00 Ry
model curvature, diagonalized: 0.03971 Ry/rad^2
model curvature, formula: 0.04000 Ry/rad^2
fixed N-H length: 1.89 bohr
HN(SiH3)2 fixed N-Si, Si-H: 3.28, 2.80 bohr
HN(SiH3)2 Mulliken charge per SiH3: 0.361 e
HN(SiH3)2 three-charge curvature: 137.7 mRy/rad^2
HN(SiH3)2 D, Hartree-Fock: 9.05 mRy = 11.88 kJ/mol
HN(SiH3)2 D, MP2: 7.52 mRy
HN(SiH3)2 D without empty e orbitals: 8.83 mRy
HN(SiH3)2 acceptor part of D: 0.22 mRy
HN(SiH3)2 D without Si d functions: 10.80 mRy
HN(CH3)2 fixed N-C, C-H: 2.75, 2.05 bohr
HN(CH3)2 Mulliken charge per CH3: 0.215 e
HN(CH3)2 three-charge curvature: 58.5 mRy/rad^2
HN(CH3)2 D, Hartree-Fock: -16.66 mRy = -21.87 kJ/mol
HN(CH3)2 D, MP2: -17.04 mRy
HN(CH3)2 D without empty e orbitals: -21.50 mRy
HN(CH3)2 acceptor part of D: 4.84 mRy
HN(CH3)2 D without C d functions: -18.28 mRy
HN(SiH3)2 optimal silyl tilt when folded: -2.47 degrees
HN(SiH3)2 D with optimal tilt: 8.07 mRy
NH3 D without level shift: -16.22 mRy
NH3 level shift on H electrons: 0.20 Ry
NH3 D with level shift: -10.62 mRy
NH3 H population, folded minus flat: 0.02928 electrons
NH3 slope dD/dlam: 0.02928 electrons
H2Ga-N(SiH3)2 fixed Ga-N, Ga-H: 3.50, 2.95 bohr
Ga D, 4p turned into plane: 18.38 mRy = 24.12 kJ/mol
Ga rigid twist energy at flat N: 19.81 mRy
Ga valence p-pi Mulliken population: 0.107 electrons
N-Ga p density element, parallel: 0.0923
N-Ga p density element, twisted: 2.2e-15
```
